Take a dimer with hopping 0.50 eV, effective repulsion 0.90 eV and stiffness 500 eV/nm². Its flat form resists every small tilt until the electron-lattice coupling reaches 18.11 eV/nm. Yet at 17.33 eV/nm a dimer with one atom 0.046 nm higher than the other already has the same energy as the flat one. Two thresholds exist because charge transfer can pay for a large tilt before it can pay for a small one. Both follow in closed form from a two-orbital model.

**1. Model and sign conventions**

Atoms 1 and 2 each carry one dangling orbital, and the two orbitals share two electrons. Let x = z₁ − z₂ be the height difference. The energy operator is

H = −t Σ_σ (c₁σ† c₂σ + c₂σ† c₁σ) + U_s Σ_i n_i↑ n_i↓ + V n₁n₂ − g x (n₁ − n₂) + K x²/2.

Here t > 0 is the hopping, U_s the repulsion on one atom and V the repulsion between the atoms. With g > 0, the raised atom attracts electrons. The stiffness K belongs to the height difference, with all other electrons following the motion. The nuclei are classical, the electrons are in their ground state, and t, U_s, V, K and g do not depend on x.

Three of the six two-electron states are triplets. They have one electron on each atom, energy V and n₁ − n₂ = 0, so tilting does nothing for them electronically. The three singlets are

|c⟩ = (c₁↑† c₂↓† + c₂↑† c₁↓†)|0⟩/√2,
|20⟩ = c₁↑† c₁↓†|0⟩,
|02⟩ = c₂↑† c₂↓†|0⟩.

Hopping moves either electron of |20⟩ to atom 2. The two results add up to √2|c⟩, so the matrix element between |20⟩ and |c⟩ is −√2 t. The same holds for |02⟩.

Measure electronic energies from V and define

U = U_s − V ≥ 0, y = 2gx.

Only the difference U enters, because making an ionic pair gains one U_s and loses one V. In the order |c⟩, |20⟩, |02⟩ the diagonal energies are 0, U − y and U + y. The factor 2 in y arises because n₁ − n₂ = ±2 in the ionic states.

**2. Electronic energy at a given tilt**

An eigenvalue E of this matrix satisfies

E(E − U + y)(E − U − y) − 2t²(E − U − y) − 2t²(E − U + y) = 0.

The y terms in the last two products cancel:

E[(E − U)² − y²] = 4t²(E − U).

Write the lowest energy as E = −e with e > 0. Then E − U = −(U + e), and

−e[(U + e)² − y²] = −4t²(U + e).

Solving for y² avoids the roots of a cubic:

y² = (U + e)² − 4t²(U + e)/e. (1)

Its derivative is

dy²/de = 2(U + e) + 4t²U/e² > 0. (2)

Each tilt therefore belongs to one positive e, and e grows with |x|. The ground state is a singlet at every tilt, since the triplets stay at energy zero.

For the flat dimer, y = 0. Dividing (1) by U + e gives e₀² + U e₀ = 4t², whose positive root is

e₀ = [−U + √(U² + 16t²)]/2 = 8t²/[U + √(U² + 16t²)]. (3)

The second form follows on multiplying numerator and denominator by U + √(U² + 16t²). It is the one to code, because the first subtracts nearly equal numbers when U ≫ t. The numerical check uses the first form, which loses no relevant accuracy at its values U/t ≤ 6.

Now replace 4t² in (1) by e₀² + U e₀:

y² = (U + e)(e² + Ue − e₀² − Ue₀)/e
 = (U + e)(e − e₀)(e + e₀ + U)/e. (4)

The last step uses e² − e₀² = (e − e₀)(e + e₀).

**3. Energy balance and threshold**

Define the relaxation energy

S = 2g²/K. (5)

It is the lattice energy gained by a fully ionic pair: the minimum of Kx²/2 − 2gx lies at x = 2g/K and equals −2g²/K. Since x = y/(2g), the elastic energy is

Kx²/2 = Ky²/(8g²) = y²/(4S).

The energy of the tilted dimer relative to the flat one is thus

ΔW = y²/(4S) − (e − e₀).

Inserting (4) and taking out e − e₀ gives

ΔW = (e − e₀)[F(e)/S − 1], (6)

F(e) = (U + e)(e + e₀ + U)/(4e)
 = [e + 2U + e₀ + U(U + e₀)/e]/4. (7)

For any nonzero tilt e − e₀ is positive. Buckling therefore lowers the energy if and only if F(e) < S for some e > e₀, and the threshold is the lowest value of F on that range. From (7),

dF/de = [1 − U(U + e₀)/e²]/4,

which vanishes at e* = √[U(U + e₀)]. To the right of e* the function rises.

If e* ≤ e₀, F rises over the whole allowed range and its lower limit is at e₀:

S_c = F(e₀) = (U + e₀)(U + 2e₀)/(4e₀), for U(U + e₀) ≤ e₀². (8)

If e* > e₀, the minimum lies at a finite tilt. There U(U + e₀)/e* = e*, so F(e*) = [2e* + 2U + e₀]/4. Since 2U + e₀ = U + (U + e₀), this is a perfect square:

S_c = [√U + √(U + e₀)]²/4, for U(U + e₀) > e₀². (9)

In both cases definition (5) gives the critical coupling

g_c = √(K S_c/2). (10)

Buckling is favourable for g > g_c. At g = g_c in case (9), the flat and buckled forms have equal energy.

To find where the cases meet, set r = U/e₀. Equality of e* and e₀ means r² + r = 1, so r = (√5 − 1)/2 = 1/φ, with φ = (1 + √5)/2. Then 4t² = e₀²(1 + r) = φe₀², so e₀ = 2t/√φ and

U/t = 2φ^(−3/2) = 0.972. (11)

By (3), e₀ falls as U rises at fixed t, so smaller U/t belongs to (8) and larger U/t to (9).

**4. Why local stability is a different criterion**

For a small tilt, (4) and (7) give y² ≈ 4F(e₀)(e − e₀). Writing S_loc = F(e₀), the electronic gain is e − e₀ ≈ y²/(4S_loc) = g²x²/S_loc. The curvature of the total energy at x = 0 is therefore

W″(0) = K − 2g²/S_loc = K(1 − S/S_loc). (12)

It vanishes at g_loc = √(K S_loc/2). In case (8) this coincides with g_c and the height grows continuously from zero. In case (9) g_loc lies above g_c. Between the two, the flat dimer is metastable: a small tilt costs energy, while a limited range of larger tilts lies below the flat form. A search that starts from the flat geometry and follows forces downhill can miss the lower minimum in this window.

Two limits show the physics. For U = 0, e₀ = 2t and S_c = t, so

g_c² = Kt/2.

Here the lattice competes with the bond made by hopping, and the onset is continuous. For t ≪ U, (3) gives e₀ ≈ 4t²/U. Expanding the square root in (9) to first order in e₀/U gives S_c ≈ U + e₀/2, hence

S_c ≈ U + 2t²/U, g_c² → KU/2.

Now the lattice must pay for putting both electrons on one atom. The local value behaves quite differently:

S_loc ≈ U²/(4e₀) ≈ U³/(16t²).

It diverges as t → 0, because a small tilt hardly mixes ionic states into a covalent pair.

**5. What charge transfer does**

Let q = ⟨n₁ − n₂⟩/2 be the number of electrons transferred from the lower to the upper atom. For a fixed electronic state the x-dependent energy is Kx²/2 − 2gqx. Its minimum is at x = 2gq/K, and its value there is −2g²q²/K = −Sq². Buckling is thus favourable when some state satisfies

S q² > ⟨H_el⟩ + e₀,

where H_el is the part of H without x, measured from V. So S_c is the lowest electronic cost per unit q². A search over singlet amplitudes for the example gives 1.2015 eV, the same as (9) to the digits shown.

Without charge transfer q = 0, and the lattice has nothing to gain. As a test, U was raised to 10⁴ eV with t = 0.50 eV, K = 500 eV/nm² and g = 19 eV/nm held fixed. The lowest energy for heights from 0 to 0.1 nm was then at x = 0.

**6. Worked thresholds**

With t = 0.50 eV and U = 0.90 eV, (3) gives

e₀ = [−0.90 + √(0.81 + 4.00)]/2 = 0.6466 eV.

The case test compares U(U + e₀) = 1.392 eV² with e₀² = 0.418 eV². The first is larger, so (9) applies:

S_c = [√0.90 + √1.5466]²/4 = 1.2015 eV,
g_c = √(500 × 1.2015/2) = 17.33 eV/nm = 2.78 nN.

The local value is S_loc = 1.3115 eV, so g_loc = 18.11 eV/nm.

At the threshold, ΔW = 0 at e = e*, so y² = 4S_c(e* − e₀). The height therefore jumps to

x_c = √[4S_c(e* − e₀)]/(2g_c)
 = √[4 × 1.2015 × (1.1798 − 0.6466)]/(2 × 17.33)
 = 0.046 nm.

With t and K held fixed, the thresholds in eV/nm are:

U = 0.0 eV: g_c = 11.18, g_loc = 11.18
U = 0.3 eV: g_c = 13.05, g_loc = 13.05
U = 0.6 eV: g_c = 15.29, g_loc = 15.35
U = 0.9 eV: g_c = 17.33, g_loc = 18.11
U = 1.2 eV: g_c = 19.17, g_loc = 21.32
U = 3.0 eV: g_c = 28.06, g_loc = 49.58

An independent search diagonalized all six two-electron states over a range of heights and looked for the smallest g at which some tilted form lies below the flat one. It reproduced each g_c to the printed digits. At U = 3.0 eV the limiting form S_c ≈ U + 2t²/U gives 28.1 eV/nm, while the local criterion overestimates the threshold by 77 percent.

The change of onset was also located from the sign of ΔW at x = 0.002 nm and g = g_loc. This gave U/t = 0.9725 instead of 0.9717. The sign of the shift can be derived. From (7),

F(e) − F(e₀) = (e − e₀)[1 − e*²/(e e₀)]/4.

At a finite tilt the sign changes at e*² = e e₀, slightly above e₀², which requires a slightly larger U.

**7. The buckled dimer above threshold**

Setting dΔW/de = 0 and using (2) gives

2(U + e) + 4t²U/e² = 4S. (13)

The largest root is the buckled minimum. The left side is convex in e, so there are at most two positive roots; ΔW stops falling and begins to rise at the larger one.

For g = 19.0 eV/nm, S = 2 × 361/500 = 1.444 eV and (13) gives e = 1.8576 eV. From (1),

y² = 2.7576² − 2.7576/1.8576 = 6.120 eV²,
x = 2.474/(2 × 19.0) = 0.065 nm.

The elastic cost is y²/(4S) = 6.120/5.776 = 1.060 eV. The electronic gain is e − e₀ = 1.211 eV. The net gain is 0.15 eV per dimer, a small difference of two large terms.

At the minimum the elastic force balances the electronic one:

Kx = g⟨n₁ − n₂⟩.

With ⟨n₁ − n₂⟩ = 1.713 both sides are 32.6 eV/nm. The transfer is q = 0.86 electron, so the pair is close to ionic but not fully so.

**8. Effects outside the model**

*Stiffening.* Multiply the elastic energy by 1 + x²/b², with b = 0.235 nm a rough bond length. The unit coefficient is an assumption that sets a scale, not a calculated stiffness. The critical coupling rises to 17.60 eV/nm, by 1.6 percent. At fixed g = 19.0 eV/nm the energy gain falls to 0.096 eV, by 37 percent. The threshold is thus far less sensitive than the gain.

*Neighbouring dimers.* In a row where the tilt alternates, opposite charges face each other. In mean field this adds −Jq² per dimer. By the argument of section 5 the condition becomes S + J > S_c, so

g_c = √[K(S_c − J)/2].

Point charges at the atoms, spaced 0.384 nm along the row and screened by (1 + 11.7)/2, give J = 0.125 eV for x = 0.065 nm. With J held at that value, g_c = 16.41 eV/nm, 5 percent below the isolated dimer. In this point-charge picture J grows as the tilt shrinks (0.140 eV at 0.044 nm, near the threshold height); letting it follow x gives 16.28 eV/nm, 6 percent below. Neighbouring rows, left out of these numbers, change the shift by less than one percentage point, in a direction that depends on their phase. This screening is a rough surface estimate. The full orbital transfer q is also placed on each atom as its net charge. In a real surface the other electrons can partly compensate it, which would make J smaller. Hopping between dimers, which forms bands, is left out and has not been sized.

*Quantum motion of the nuclei.* For two silicon atoms the reduced mass is 14.04 u. At g = 19.0 eV/nm the lowest vibrational level is 15 meV above the minimum, a tenth of the gain. The tunnelling splitting is of order 10⁻¹³ eV, far below thermal energies.

At g_c the picture is less sharp. The barrier between the flat and buckled forms is 5.8 meV, and the lowest vibrational level is 3.5 meV above the flat energy. From (12), W″(0) = 500 × (1 − 1.2015/1.3115) = 42 eV/nm². With the reduced mass this gives a harmonic zero-point energy of about 5.6 meV in the flat well, nearly the barrier height. The jump in x is therefore a property of the classical energy surface. I would expect quantum motion to smear it for silicon, but the vibrational wavefunction was not examined.

*Temperature.* For an isolated dimer at g = 19.0 eV/nm, the classical rate of crossing x = 0 from one well is about 9 × 10² per second at 77 K and 2 × 10¹⁰ per second at 300 K. A slow measurement at 300 K would thus average over both tilts. The vibrational quantum of 31 meV exceeds the thermal energy at both temperatures, so these classical values are rough, above all at 77 K. The rates also depend exponentially on the gain: lowering it to 0.096 eV multiplies the Boltzmann factor at 300 K by about 9. Electronic excitation matters less, since with these parameters even the flat dimer has its triplets 0.65 eV above the ground state (the gap e₀ shrinks as U grows), against a thermal energy of 0.026 eV.

**9. Reading the numbers for Si(001)**

The example parameters are rough values chosen so that the height resembles that of clean Si(001), so the resemblance is not a prediction. In particular t and U were not fitted to an electronic-structure calculation. The ratio U/t = 1.8 describes a weakly correlated flat dimer; an unscreened, isolated dimer fragment is more diradical, with a larger U/t and a smaller triplet gap. For U = 3.0 eV the table gives g_c = 28.06 eV/nm, and g = 19.0 eV/nm would leave the dimer flat, so the outcome for a real surface hinges on how strongly U is screened. Real dimers there are buckled, with a tilt of roughly 18° and a height difference of roughly 0.07 nm; the model gives 16° and 0.065 nm. At low temperature neighbouring tilts alternate along a row, while at room temperature many dimers look symmetric in scanning tunnelling images because they flip. One assumption plainly broken is that of an isolated dimer. In the point-charge estimate the electrostatic part alone moves g_c by 5 to 6 percent, and it ties the flips of neighbours together, so the single-dimer rates should not be used for an ordered row. The model also needs both dangling electrons. Where hydrogen saturates the two orbitals, as on a monohydride dimer, this charge-transfer mechanism is absent.

**10. Use in a calculation**

Supply t, U, K and g for the same coordinate. If each atom instead moves by u in opposite directions, x = 2u. The elastic term becomes (4K)u²/2 and the coupling (2g)u, so S = 2(2g)²/(4K) is unchanged. Comparing S with S_c therefore avoids errors of a factor 2 that comparing g values from different conventions would bring.

Compute e₀ from the second form of (3), choose (8) or (9) by the sign of U(U + e₀) − e₀², and compare S with S_c. If S exceeds S_c, start the geometry search from x = 2g/K and go downhill in small steps. This x is an upper bound on the height in this harmonic model, because |⟨n₁ − n₂⟩| ≤ 2, so the search meets the buckled minimum first. Between S_c and S_loc a small starting tilt can relax back to the flat form. Above S_loc an exactly flat start is still unsafe, because the force there is zero by symmetry. Include J when the row order is known. For a real surface, a result within several percent of g_c is undecided even if t, U, K and g are exact. Errors in these inputs widen the margin: by (10), a K that is 20 percent too large alone raises g_c by about 10 percent. A hopping that changes with the tilt acts on the same scale: an assumed factor 1 − x²/b² on t raises g_c by 2.5 percent and lowers the gain at g = 19.0 eV/nm to 0.11 eV. Hopping between dimers, which is not sized here, may widen the margin further. The values computed by the program are in the numerical output below.

Table of computed values

```
hopping t = 0.50 eV; effective repulsion U = 0.90 eV
stiffness K = 500 eV/nm^2; chosen coupling g = 19.0 eV/nm
flat binding e0 = 0.6466 eV; U(U+e0) = 1.3919, e0^2 = 0.4181 eV^2
critical relaxation energy S_c = 1.2015 eV (variational 1.2015)
local-instability value S_loc = 1.3115 eV; chosen S = 1.4440 eV
critical coupling g_c = 17.332 eV/nm = 2.777 nN
local-instability coupling g_loc = 18.107 eV/nm
U/t where onset changes order: formula 0.9717, found 0.9725
U (eV) | g_c formula | g_loc | g_c from energy search (eV/nm)
0.0 | 11.180 | 11.180 | 11.180
0.3 | 13.055 | 13.055 | 13.055
0.6 | 15.289 | 15.354 | 15.289
0.9 | 17.332 | 18.107 | 17.332
1.2 | 19.167 | 21.324 | 19.167
3.0 | 28.061 | 49.580 | 28.061
at g_c: e* = 1.1798 eV, height jump x_c = 0.0462 nm
at g_c: barrier between flat and buckled = 5.76 meV
at g_c: lowest vibrational level above flat energy = 3.51 meV
chosen g: e = 1.8576 eV, height difference x = 0.0651 nm
chosen g: tilt = 16.1 degrees
chosen g: n1 - n2 = 1.7132, transferred charge q = 0.8566 e
chosen g: elastic cost = 1.0595 eV, electronic gain = 1.2110 eV
chosen g: net energy gain = 0.1515 eV per dimer
rough inputs: bond 0.235 nm, row step 0.384 nm, permittivity 11.7
silicon mass = 28.085 u; reduced mass = 14.043 u
vibrational quantum in well = 30.64 meV
zero-point level above minimum = 15.12 meV
tunnelling splitting (WKB) = 8.2e-14 eV
WKB/direct splitting ratio, quarter mass = 0.94
thermal flip rate: 77 K 9.0e+02 /s, 300 K 2.0e+10 /s
thermal energy at 300 K = 0.0259 eV
with quartic stiffening: g_c = 17.604 eV/nm, gain = 0.0957 eV
row coupling J = 0.1245 eV; g_c with row coupling = 16.409 eV/nm
```
